Filter efficiency and flow in the cleanup of a recirculating bath

A bath of volume V is pumped at volume flow Q through a filter and back again. Let c(t) be the particle concentration in the bath at time t. The single-pass efficiency E is the fraction of arriving particles that the filter retains, so the fraction that gets through, the penetration, is P = 1 − E. Both refer to one particle size class. Volumes are in litres (L), times in minutes, flows in L/min and concentrations in particles per millilitre. The time V/Q, in which one bath volume passes through the pump, is called a turnover.

Four assumptions define the model. The bath is well mixed, so the liquid drawn into the pump has the bath's average concentration. The loop outside the bath holds negligible liquid. E depends neither on flow nor on time. Particles are neither shed into the liquid nor lost to the walls. All of these are relaxed below except two: E stays constant in time, and no particles are lost to the walls.

**The cleanup law**

In unit time the pump takes Qc particles out of the bath, and the filter lets Q(1 − E)c of them return. The number in the bath is Vc, so

V dc/dt = Q(1 − E)c − Qc = −QEc.

Dividing by Vc gives d(ln c)/dt = −QE/V. The right side is constant, and integration from the starting concentration c₀ gives

c(t) = c₀ exp(−QEt/V).

To reach a target cₜ, write R = c₀/cₜ for the required reduction. Setting c(t) = c₀/R and taking logarithms gives QEt/V = ln R, or

t = V ln R/(QE).

Flow and efficiency enter only through their product. A given fractional increase in either one has the same effect. The difference between the two upgrades lies in how large the fractional increases are. Going from E = 0.90 to 0.999 multiplies E by 1.11, while doubling the flow multiplies Q by 2. Moreover, E cannot exceed 1, so at fixed flow and without shedding no filter can shorten the time by more than 10 percent from a start at 0.90. Efficiency is not unimportant in itself: going from 0.30 to 0.60 halves the time, just as doubling the flow does.

**A 40 L bath**

Take V = 40 L and Q = 20 L/min, so that a turnover lasts 2 min. The bath is to be cleaned from 1000 to 1 particle per mL, which means R = 1000 and ln R = 6.908. With the 0.90 filter,

t = 40 × 6.908/(20 × 0.90) = 15.35 min.

With the 0.999 filter the denominator is 19.98 L/min and the time is 13.83 min, a saving of 9.9 percent. A perfect filter would need 13.82 min. Keeping the 0.90 filter efficiency and raising the flow to 40 L/min gives 7.68 min.

The better filter does make its outlet 100 times cleaner. At the start, the outlet carries 100 particles per mL with E = 0.90 and 1 per mL with E = 0.999. If that outlet fed a wafer directly, the factor of 100 would be what mattered. In the recirculating bath, what counts is the number of particles captured per minute, QEc. At the start this rises from 1.80 × 10⁷ to 2.00 × 10⁷ per minute. The old filter already caught nine of every ten particles brought to it, and the new one can add at most the tenth.

**What the remaining particles have been through**

The same law follows from the history of single particles, and this route shows what a filter cannot do. In a well-mixed bath, each particle has the probability Q dt/V of being drawn into the pump during dt, whatever happened to it before. Imagine for a moment that captured particles are marked and returned instead of being removed. The number k of passes made by time t then follows a Poisson distribution with mean θ = Qt/V:

p(k) = θᵏ exp(−θ)/k!

A particle that has made k passes has escaped capture every time with probability (1 − E)ᵏ. The surviving fraction is therefore

Σₖ p(k)(1 − E)ᵏ = exp(−θ) Σₖ [(1 − E)θ]ᵏ/k! = exp(−θ) exp[(1 − E)θ] = exp(−Eθ),

which is the cleanup law again. The term k = 0 is exp(−θ), the fraction that has never reached the filter. It does not contain E, so no filter can reduce it. Its share of all survivors is

exp(−θ)/exp(−Eθ) = exp[−(1 − E)θ].

At the end of the base case θ = 7.675, and the share is exp(−0.7675) = 46 percent. The other 54 percent have met the filter and slipped through. With the 0.999 filter, at its own finishing time, 99.3 percent of the survivors have never met the filter. They are waiting for transport, and more flow is what shortens the wait.

If the running time is held at 15.35 min instead, a perfect filter leaves 0.46 particles per mL where the 0.90 filter leaves 1. Doubling the flow doubles the exponent, so the reduction factor is squared from 10³ to 10⁶, and the source-free law gives 0.001 per mL.

These results were tested by dividing the liquid into a million parcels, drawing them at random, filtering each drawn parcel and putting it back. In the base case the fraction left was (1.054 ± 0.023) × 10⁻³, against 1.000 × 10⁻³ from the law. The difference is 2.3 standard errors, inside the test limit of five. The better filter and the doubled flow gave 0.984 × 10⁻³ and 1.021 × 10⁻³, each within one standard error of the law.

**When the liquid moves in order, the better filter gains more**

Suppose instead that the liquid moves through the bath in order, without mixing: plug flow. Every parcel is then filtered once before any parcel is filtered twice. Each turnover multiplies the concentration by 1 − E. A thousandfold reduction takes three turnovers, or 6 min, with E = 0.90, but one turnover, or 2 min, with E = 0.999. Here the better filter saves two thirds of the time. The saving depends on R. For R = 100 it is about half. For a reduction of tenfold or less, both filters finish within the first turnover, where the volume average falls as 1 − Eθ, so the time is again proportional to 1/E and the saving is 9.9 percent, as in the mixed bath.

A ring of n equal stirred tanks connects the two cases. Each has volume V/n, and the filter sits between the last and the first:

(V/n) dcᵢ/dt = Q(cᵢ₋₁ − cᵢ) for i = 2 to n,
(V/n) dc₁/dt = Q[(1 − E)cₙ − c₁].

Look for a solution in which all tanks decay together, cᵢ = aᵢ exp(−st). With x = sV/(nQ), the equations become

(1 − x)aᵢ = aᵢ₋₁ and (1 − x)a₁ = (1 − E)aₙ.

Multiplying all n equations together cancels the amplitudes and leaves (1 − x)ⁿ = 1 − E. The n roots for 1 − x have equal magnitude, and the positive real one gives the smallest real part of x, hence the slowest decay:

s = (nQ/V)[1 − (1 − E)^(1/n)].

For n = 1 this is QE/V, the well-mixed result. For large n, (1 − E)^(1/n) = exp[ln(1 − E)/n] ≈ 1 + ln(1 − E)/n, so s tends to −(Q/V) ln(1 − E), the plug-flow rate. That rate has no ceiling as E approaches 1, but the cleanup time does have a floor: even a perfect filter needs about one turnover, because nearly all the liquid must reach it once.

The time for the volume-averaged concentration to fall a thousandfold follows the same trend. With two tanks the better filter shortens it from 10.6 to 8.6 min, a saving of 19 percent. With five tanks it goes from 7.9 to 5.2 min, a saving of 34 percent. Every term on the right of the tank equations is proportional to Q, so the solution depends on time only through Qt/V. Doubling the flow therefore halves the time for any n, as long as the flow pattern and E are unchanged. In this ring of tanks, the weak effect of the filter depends on good mixing, while the halving by flow does not. A stagnant pocket whose exchange does not grow with the pump flow behaves differently, as shown below.

**Shedding sets a floor**

Wafers and carriers can release particles into the bath. Let G be the number released per unit time, taken as constant and independent of the pump flow:

V dc/dt = G − QEc.

The concentration stops changing at c_f = G/(QE). Subtracting this floor, u = c − c_f obeys V du/dt = −QEu, because G = QEc_f. The excess u decays exponentially, and the target is reached after

t = [V/(QE)] ln[(c₀ − c_f)/(cₜ − c_f)],

provided that c_f is below cₜ. For G = 2000 particles per minute, the base case has c_f = 2000/(20 000 × 0.90) = 0.11 per mL, with the flow expressed in mL/min. The cleanup takes 15.6 min, against 14.0 min with the better filter and 7.74 min with doubled flow. The last figure is slightly less than half of the first. Doubling Q halves the prefactor and also lowers the floor, which makes the logarithm smaller. A better filter lowers the floor too, so its saving rises above 10 percent: only slightly here (10.2 percent for a perfect filter), but strongly when the floor lies close to the target. If G were 17 000 particles per minute, a perfect filter would save 19 percent and doubled flow 61 percent.

The floor also limits what extra running time can achieve. With this source, the doubled flow cannot bring the bath below 0.056 per mL, so the value of 0.001 per mL found above belongs to a bath without shedding.

**When doubling the flow does not halve the time**

The first danger is that E falls. Suppose capture inside the filter is first order in residence time, with a rate constant k that does not depend on flow. Liquid spends the time V_m/Q in a filter medium of liquid volume V_m, so P = exp(−kV_m/Q). Doubling Q halves the exponent and changes P to √P. The gain in capture rate is then

2(1 − √P)/(1 − P) = 2/(1 + √P),

since 1 − P = (1 − √P)(1 + √P). For the 0.90 filter, √0.1 = 0.316: the efficiency drops to 0.68, the speed-up is 1.52 and the cleanup takes 10.1 min. For the 0.999 filter, √0.001 = 0.032: the efficiency is still 0.97, the speed-up is 1.94 and the time is 7.1 min. In this capture model, a high efficiency at the old flow is a reserve that can be spent on a higher flow. Alternatively, a second identical filter in parallel lets the total flow double while each filter still sees 20 L/min, so E is kept.

The second danger is liquid that the pump does not stir. Let 4 L of the 40 L form a stagnant pocket that exchanges q = 2 L/min with the rest, and hold q fixed when the pump flow changes. The volume-averaged concentration now takes 18.4 min to fall a thousandfold in the base case, 17.1 min with the better filter and 12.7 min with doubled flow. Doubling the flow saves 31 percent instead of 50, and the better filter saves 7 percent instead of 10. With unlimited pump flow the main volume would be clean at once, and the pocket, of volume V_d = 4 L, would decay as exp(−qt/V_d). Its contribution to the average starts at V_d/V = 0.1, so the time would still be

(V_d/q) ln(RV_d/V) = 2 × ln 100 = 9.2 min.

Loop hold-up matters much less here. If the loop contains 4 L in addition to the bath, the returning liquid left the bath 0.20 min earlier, when the bath was dirtier. This lengthens the base case by 1.0 percent and the case E = 0.999 by 0.01 percent, because a better filter returns almost nothing. These figures assume that the liquid between filter and bath has already been filtered once at the start. If all 4 L lie after the filter and start as dirty as the bath, both times are a further 0.20 min longer. Random scatter in the number of particles left is also small: at the target the bath holds 40 000 particles, and independent random fluctuations amount to 0.5 percent of that number. A measurement on a small sample is much noisier: 10 mL drawn at the target holds about 10 particles, and the count scatters by about 32 percent.

**Reading the numbers for a real bench**

The volume of 40 L and the flow of 20 L/min are round values chosen for illustration. The starting concentration is a round value for a contaminated bath; without shedding, only the ratio R affects the time. The shedding rate and the pocket are illustrative, since both depend on the equipment. A real bath can depart from the model through imperfect mixing and through an efficiency that varies with flow, particle size and chemistry. For the numbers used here and the 0.90 filter, the stagnant pocket cuts the saving from doubled flow from 50 to 31 percent, and the efficiency that falls with flow cuts it to 34 percent. That last figure belongs to a capture exponent proportional to 1/Q; an exponent proportional to Q^(−2/3), as in diffusion-limited capture, gives 41 percent, and an efficiency independent of flow keeps 50 percent. When the liquid moves in order, the saving from doubled flow stays at 50 percent, but for a thousandfold reduction the saving from the better filter rises well above 10 percent; for a reduction of tenfold or less in plug flow it stays near 10 percent. The choice of doubled flow over a better filter therefore holds for a well-stirred bath whose filter already catches most particles per pass and keeps doing so at the higher flow. It also requires that the higher flow does not release additional particles from the pump, the filter or the bath surfaces. The numerical output below lists the cases.

Calculated quantities

```
bath volume 40 L, flow 20 L/min, turnover 2.00 min
start 1000 per mL, target 1 per mL, ln R = 6.9078
time, E=0.90: 15.351 min = 7.675 turnovers
time, E=0.999: 13.829 min = 6.915 turnovers
time, perfect filter: 13.816 min
time, E=0.90, doubled flow: 7.675 min
time saved by E=0.999: 9.91 percent
time saved by perfect filter: 10.00 percent
time saved by doubled flow: 50.00 percent
time, E=0.30: 46.05 min; E=0.60: 23.03 min
E=0.9: first filter outlet 100.0 per mL, capture rate 1.8000e+07 particles/min
E=0.999: first filter outlet 1.0 per mL, capture rate 1.9980e+07 particles/min
parcels, base: left 1.054e-03 +- 2.3e-05, law 1.000e-03
  never filtered 4.642e-04 (sampled 5.130e-04), share of survivors 46.4 percent
parcels, better filter: left 9.837e-04 +- 3.1e-05, law 1.000e-03
  never filtered 9.931e-04 (sampled 9.770e-04), share of survivors 99.3 percent
parcels, doubled flow: left 1.021e-03 +- 2.3e-05, law 1.000e-03
  never filtered 4.642e-04 (sampled 4.890e-04), share of survivors 46.4 percent
shedding source 2000 particles/min
  Q=20 L/min, E=0.9: floor 0.1111 per mL, time 15.612 min
  Q=20 L/min, E=0.999: floor 0.1001 per mL, time 14.040 min
  Q=40 L/min, E=0.9: floor 0.0556 per mL, time 7.739 min
1 tank(s): E=0.90 15.351 min, E=0.999 13.829 min, E=0.90 doubled flow 7.675 min
2 tank(s): E=0.90 10.562 min, E=0.999 8.592 min, E=0.90 doubled flow 5.281 min
5 tank(s): E=0.90 7.927 min, E=0.999 5.243 min, E=0.90 doubled flow 3.964 min
plug flow: E=0.90 6.000 min, E=0.999 2.000 min
stagnant pocket 4 L, exchange 2 L/min:
  E=0.90 18.377 min, E=0.999 17.098 min, doubled flow 12.651 min
  limit at unlimited pump flow 9.210 min
loop hold-up 4 L, delay 0.20 min:
  E=0.9: time 15.511 min, change +1.04 percent
  E=0.999: time 13.831 min, change +0.01 percent
capture first order in residence time, same filter, doubled flow:
  E=0.9 falls to 0.6838: time 10.102 min, speed-up 1.519
  E=0.999 falls to 0.9684: time 7.133 min, speed-up 1.939
particles left at target 40000, counting noise 0.50 percent
```
